# Why evanescent heat channels between passive planar bodies never exceed unit transmission: a program that tests the result

```python
"""
Result under test: for evanescent waves between two passive planar bodies,
    T = 4 Im(r1) Im(r2) exp(-2 kappa d) / |1 - r1 r2 exp(-2 kappa d)|^2
lies between 0 and 1 although |r1| and |r2| may exceed 1.
r1, r2: reflection coefficients of E (s) or H (p), time factor exp(-i w t);
kappa: decay constant in the vacuum gap; d: gap width; k0 = w/c.
The upper bound is algebraic; passivity, Im(r) >= 0, gives the lower bound.
Direct source calculations use units w = c = eps0 = mu0 = 1.
Material calculations use eV for photon energy and nm for length.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize


def transmission(r1, r2, decay):
    return 4*np.imag(r1)*np.imag(r2)*decay/np.abs(1-r1*r2*decay)**2


def fresnel(eps, k0, kappa, eps_normal=None):
    """Return r_p, r_s; eps_normal differs from eps for a uniaxial body."""
    if eps_normal is None:
        eps_normal = eps
    k_squared = kappa**2+k0**2
    body_p = np.sqrt(eps/eps_normal*k_squared-eps*k0**2+0j)
    body_s = np.sqrt(k_squared-eps*k0**2+0j)
    r_p = (eps*kappa-body_p)/(eps*kappa+body_p)
    r_s = (kappa-body_s)/(kappa+body_s)
    return r_p, r_s


# Symbolic identity from real and imaginary parts
ar, ai, br, bi = sp.symbols("ar ai br bi", real=True)
a_sym, b_sym = ar+sp.I*ai, br+sp.I*bi


def squared_modulus(z):
    return sp.expand(z*sp.conjugate(z))


identity = (squared_modulus(1-a_sym*b_sym)
            - squared_modulus(1-a_sym*sp.conjugate(b_sym))-4*ai*bi)
assert sp.expand(identity) == 0

# Random coefficients, passive and active, over many magnitudes
rng = np.random.default_rng(4)
count = 200000
magnitudes = 10**rng.uniform(-2, 2, (2, count))
angles = rng.uniform(0, np.pi, (2, count))
passive = magnitudes*np.exp(1j*angles)
decays = np.exp(-rng.uniform(0, 6, count))
t_passive = transmission(passive[0], passive[1], decays)
assert t_passive.min() >= 0 and t_passive.max() <= 1+1e-9
any_sign = magnitudes*np.exp(2j*angles)
t_any = transmission(any_sign[0], any_sign[1], decays)
assert t_any.max() <= 1+1e-9 and t_any.min() < 0


def source_response(pol, eps1, eps2, k, gap, depth, jump_u, jump_v):
    """Solve the interface equations for one current sheet inside body 1.
    u is E_y (s) or H_y (p); v is the other tangential field."""
    kap = np.sqrt(k*k-1)
    q1, q2 = np.sqrt(k*k-eps1+0j), np.sqrt(k*k-eps2+0j)
    factor = 1j if pol == "s" else -1j
    w1, w2 = (1, 1) if pol == "s" else (eps1, eps2)
    y0, y1, y2 = factor*kap, factor*q1/w1, factor*q2/w2
    e1, eg = np.exp(-q1*depth), np.exp(-kap*gap)
    # Unknowns: wave below source, two waves above it, two gap waves, body 2
    matrix = np.array([
        [-1, 1, e1, 0, 0, 0],
        [-y1, -y1, y1*e1, 0, 0, 0],
        [0, -e1, -1, 1, eg, 0],
        [0, y1*e1, -y1, -y0, y0*eg, 0],
        [0, 0, 0, -eg, -1, 1],
        [0, 0, 0, y0*eg, -y0, -y2]], complex)
    rhs = np.array([jump_u, jump_v, 0, 0, 0, 0], complex)
    waves = np.linalg.solve(matrix, rhs)
    forward, backward = waves[3], waves[4]
    u = forward+backward*eg
    v = y0*(-forward+backward*eg)
    sign = -1 if pol == "s" else 1
    return sign*np.real(np.conj(u)*v), abs(forward)**2


def thermal_sources(pol, eps1, eps2, k, gap):
    """Integrate flux and forward-wave variance over thermal currents."""
    q1 = np.sqrt(k*k-eps1+0j)
    nodes, weights = np.polynomial.laguerre.laggauss(8)
    jumps = [(0, 1)] if pol == "s" else [(-1, 0), (0, k/eps1)]
    flux = variance = 0.0
    for x, weight in zip(nodes, weights):
        for ju, jv in jumps:
            s, a2 = source_response(pol, eps1, eps2, k, gap,
                                    x/(2*q1.real), ju, jv)
            measure = weight*np.exp(x)/(2*q1.real)*2*eps1.imag
            flux += 2*measure*s
            variance += measure*a2
    return flux, variance


eps1, eps2, k_test = -1.2+0.15j, -0.9+0.1j, 3.0
kap_test = np.sqrt(k_test**2-1)
r1_pair, r2_pair = fresnel(eps1, 1, kap_test), fresnel(eps2, 1, kap_test)
source_error = 0.0
for pol, r1, r2 in zip("ps", r1_pair, r2_pair):
    for gap in (0.2, 0.9):
        direct = thermal_sources(pol, eps1, eps2, k_test, gap)[0]
        formula = transmission(r1, r2, np.exp(-2*kap_test*gap))
        source_error = max(source_error, abs(direct/formula-1))
        assert np.isclose(direct, formula, rtol=1e-8)
    variance = thermal_sources(pol, eps1, 1.0, k_test, 0.5)[1]
    assert np.isclose(variance, r1.imag/kap_test, rtol=1e-8)
series_ratio = abs(r1_pair[0]*r2_pair[0])*np.exp(-2*kap_test*0.2)
assert series_ratio > 1
direct_p = thermal_sources("p", eps1, eps2, k_test, 0.2)[0]

# Reflected-wave flux against dissipation integrated through the body
for pol, r in zip("ps", r1_pair):
    q1 = np.sqrt(k_test**2-eps1+0j)
    field_factor = 1 if pol == "s" else (abs(q1)**2+k_test**2)/abs(eps1)**2

    def loss_density(z):
        amplitude = (1+r)*np.exp(-q1*z)
        return 0.5*eps1.imag*field_factor*abs(amplitude)**2

    absorbed = quad(loss_density, 0, np.inf)[0]
    assert np.isclose(absorbed, kap_test*r.imag, rtol=1e-7)

# Numerical search for the best passive partner
r_fixed, decay_fixed = 3+2j, 0.2


def negative_transmission(x):
    return -transmission(r_fixed, x[0]+1j*np.exp(x[1]), decay_fixed)


best = minimize(negative_transmission, [0.2, 0.0], method="Nelder-Mead",
                options={"xatol": 1e-9, "fatol": 1e-14, "maxiter": 2000})
best_r2 = best.x[0]+1j*np.exp(best.x[1])
assert abs(best.fun+1) < 1e-9
assert abs(best_r2-1/(decay_fixed*np.conj(r_fixed))) < 1e-4

# Rounded polar-dielectric example
eps_inf, e_to, e_lo, damping = 6.5, 0.098, 0.120, 0.0006
gap_nm, temperature, photon = 20.0, 300.0, 0.117
k0_per_ev = const.e/(const.hbar*const.c)*1e-9


def permittivity(energy, gamma=damping, scale=1.0, plasma=0.0, scatter=0.01):
    to, lo = scale*e_to, scale*e_lo
    lattice = eps_inf*(lo**2-energy**2-1j*gamma*energy)
    lattice = lattice/(to**2-energy**2-1j*gamma*energy)
    return lattice-plasma**2/(energy*(energy+1j*scatter))


def thermal_weight(x):
    """Temperature derivative of mean photon energy divided by k_B."""
    if x < 1e-8:
        return 1.0
    if x > 700:
        return 0.0
    return (0.5*x/np.sinh(0.5*x))**2


def heat_coefficient(gap, refine=1.0, normal_scale=None, **options):
    energies = np.unique(np.concatenate([
        np.geomspace(1e-4, 0.09, int(250*refine)),
        np.linspace(0.09, 0.13, int(1400*refine)),
        np.linspace(0.13, 0.4, int(150*refine))]))
    kappa = np.geomspace(1e-4, 30, int(500*refine))/gap
    energy = energies[:, None]
    eps = permittivity(energy, **options)
    eps_n = None
    if normal_scale is not None:
        eps_n = permittivity(energy, scale=normal_scale, **options)
    coefficients = fresnel(eps, energy*k0_per_ev, kappa[None, :], eps_n)
    x = energies*const.e/(const.k*temperature)
    weight = np.array([thermal_weight(value) for value in x])
    parts, largest_t = [], 0.0
    for r in coefficients:
        assert r.imag.min() > -1e-12
        t = transmission(r, r, np.exp(-2*kappa*gap)[None, :])
        assert t.min() >= 0 and t.max() <= 1+1e-9
        largest_t = max(largest_t, t.max())
        modes = np.trapezoid(t*kappa**2, np.log(kappa), axis=1) \
            if hasattr(np, "trapezoid") else \
            np.trapz(t*kappa**2, np.log(kappa), axis=1)
        y = weight*modes*1e18/(2*np.pi)
        integral = np.sum(0.5*(y[1:]+y[:-1])*np.diff(energies))
        parts.append(const.k*const.e/const.hbar/(2*np.pi)*integral)
    return (parts[0], parts[1], largest_t,
            np.abs(coefficients[0]).max(), np.abs(coefficients[1]).max())


eps_photon = permittivity(photon)
k0 = photon*k0_per_ev


def matching_error(kappa):
    return np.log(abs(fresnel(eps_photon, k0, kappa)[0]))-kappa*gap_nm


kap_match = brentq(matching_error, 0.02, 1.0)
r_match = fresnel(eps_photon, k0, kap_match)[0]
decay_match = np.exp(-2*kap_match*gap_nm)
t_match = transmission(r_match, r_match, decay_match)
numerator = 4*r_match.imag**2*decay_match
denominator = abs(1-r_match**2*decay_match)**2
assert abs(t_match-1) < 1e-9 and abs(r_match) > 1
t_side = []
for ratio in (0.5, 2.0):
    r_side = fresnel(eps_photon, k0, ratio*kap_match)[0]
    t_side.append(transmission(r_side, r_side,
                               np.exp(-2*ratio*kap_match*gap_nm)))

# Wavevector integral against the quasistatic dilogarithm expression


def mode_integrand(log_kappa):
    kap = np.exp(log_kappa)
    r = fresnel(eps_photon, k0, kap)[0]
    return kap**2*transmission(r, r, np.exp(-2*kap*gap_nm))


mode_sum = quad(mode_integrand, np.log(1e-4/gap_nm), np.log(30/gap_nm),
                limit=300)[0]
r_static = (eps_photon-1)/(eps_photon+1)
product = r_static**2
li2 = complex(mp.polylog(2, mp.mpc(product.real, product.imag)))
mode_static = r_static.imag**2*li2.imag/(product.imag*gap_nm**2)
assert abs(mode_sum/mode_static-1) < 0.01

# Ceiling for one mode open at every frequency
weight_integral = quad(thermal_weight, 0, 100, limit=200)[0]
mode_conductance = const.k**2*temperature/const.h*weight_integral
assert np.isclose(mode_conductance,
                  np.pi**2*const.k**2*temperature/(3*const.h), rtol=1e-8)

h_p, h_s, max_t, max_rp, max_rs = heat_coefficient(gap_nm)
h_total = h_p+h_s
fine = heat_coefficient(gap_nm, refine=1.5)
grid_change = abs((fine[0]+fine[1])/h_total-1)
assert grid_change < 0.005
assert max_rp > 1 and max_rs < 1+1e-12

# Sensitivity to neglected effects, with rounded inputs
h_damped = sum(heat_coefficient(gap_nm, gamma=2*damping)[:2])
h_uniaxial = sum(heat_coefficient(gap_nm, normal_scale=0.99)[:2])
carrier_density, mass_ratio = 1e16, 0.4
plasma = const.hbar/const.e*np.sqrt(
    carrier_density*1e6*const.e**2/(const.epsilon_0*mass_ratio*const.m_e))
h_carriers = sum(heat_coefficient(gap_nm, plasma=plasma)[:2])
eps_zero = eps_inf*(e_lo/e_to)**2
debye_nm = 1e9*np.sqrt(eps_zero*const.epsilon_0*const.k*temperature
                       / (carrier_density*1e6*const.e**2))
roughness = 1.0
h_rough = 0.5*(sum(heat_coefficient(gap_nm-roughness)[:2])
               + sum(heat_coefficient(gap_nm+roughness)[:2]))
lattice_nm = 0.44
k_match = np.hypot(kap_match, k0)
dispersion_mev = 1000*photon*(k_match*lattice_nm/np.pi)**2
wafer_m, conductivity = 0.0005, 300.0
wafer_ratio = h_total*wafer_m/conductivity
barrier_ev = 4.0
tunnel_log = -2*gap_nm*1e-9*np.sqrt(
    2*const.m_e*barrier_ev*const.e)/const.hbar/np.log(10)
h_propagating_limit = 4*const.sigma*temperature**3

print(f"Random passive T: min {t_passive.min():.2e}, max {t_passive.max():.6f}")
print(f"Random any-sign T: min {t_any.min():.3e}, max {t_any.max():.6f}")
print(f"Source test eps1, eps2: {eps1}, {eps2}; k/k0 = {k_test:.1f}")
print(f"Source test |r1_p|, |r2_p|: {abs(r1_pair[0]):.3f}, {abs(r2_pair[0]):.3f}")
print(f"Source test, gap*k0 = 0.2: |series ratio| = {series_ratio:.3f}")
print(f"Source test, same gap: p transmission = {direct_p:.6f}")
print(f"Largest source/formula relative error: {source_error:.1e}")
print(f"Optimization input: r1 = {r_fixed}, decay factor = {decay_fixed}")
print(f"Optimization result: r2 = {best_r2:.5f}, T = {-best.fun:.8f}")
print(f"High-frequency permittivity: {eps_inf:.2f}")
print(f"Transverse, longitudinal phonon energies: {e_to:.3f}, {e_lo:.3f} eV")
print(f"Damping energy: {damping*1000:.2f} meV")
print(f"Gap, temperature: {gap_nm:.1f} nm, {temperature:.1f} K")
print(f"Chosen photon energy: {photon:.4f} eV")
print(f"Permittivity at this energy: {eps_photon:.5f}")
print(f"Vacuum wavenumber k0: {k0:.6f} nm^-1")
print(f"Matched kappa: {kap_match:.6f} nm^-1")
print(f"Matched in-plane wavevector: {k_match:.6f} nm^-1")
print(f"r_p at matching: {r_match:.5f}")
print(f"|r_p| at matching: {abs(r_match):.5f}")
print(f"Decay factor exp(-2 kappa d): {decay_match:.7f}")
print(f"Numerator alone: {numerator:.6f}")
print(f"Multiple-reflection denominator: {denominator:.6f}")
print(f"Transmission at matching: {t_match:.8f}")
print(f"T at half, twice matched kappa: {t_side[0]:.6f}, {t_side[1]:.6f}")
print(f"Integral kappa*T dkappa: {mode_sum:.6f} nm^-2")
print(f"Quasistatic dilogarithm value: {mode_static:.6f} nm^-2")
print(f"Single-mode conductance ceiling: {mode_conductance*1e12:.3f} pW/K")
print(f"Evanescent p heat coefficient: {h_p:.2f} W/(m^2 K)")
print(f"Evanescent s heat coefficient: {h_s:.4f} W/(m^2 K)")
print(f"Total evanescent coefficient: {h_total:.2f} W/(m^2 K)")
print(f"Equivalent fully open modes: {h_total/mode_conductance*1e-12:.3f} um^-2")
print(f"Relative change on finer grid: {grid_change:.2e}")
print(f"Largest grid |r_p|, |r_s|: {max_rp:.3f}, {max_rs:.6f}")
print(f"Largest grid transmission: {max_t:.8f}")
print(f"Coefficient with doubled damping: {h_damped:.2f} W/(m^2 K)")
print(f"Coefficient, normal phonons 1% lower: {h_uniaxial:.2f} W/(m^2 K)")
print(f"Carrier density: {carrier_density:.1e} cm^-3; mass/m_e: {mass_ratio:.2f}")
print(f"Carrier plasma energy: {plasma*1000:.3f} meV; scattering: 10 meV")
print(f"Coefficient with local carriers: {h_carriers:.2f} W/(m^2 K)")
print(f"Carrier Debye length: {debye_nm:.2f} nm")
print(f"Coefficient averaged over gap +/- {roughness:.1f} nm: {h_rough:.2f} W/(m^2 K)")
print(f"Lattice length: {lattice_nm:.2f} nm; k*length: {k_match*lattice_nm:.4f}")
print(f"Lattice-dispersion energy scale: {dispersion_mev:.4f} meV")
print(f"Wafer: {wafer_m*1000:.1f} mm, {conductivity:.0f} W/(m K)")
print(f"Wafer/gap temperature-drop ratio: {wafer_ratio:.5f}")
print(f"Electron barrier: {barrier_ev:.1f} eV; log10 tunnelling: {tunnel_log:.1f}")
print(f"Propagating-wave ceiling: {h_propagating_limit:.3f} W/(m^2 K)")
print("no test failed")
```

Running it gives:

```
Random passive T: min 4.09e-10, max 0.999916
Random any-sign T: min -4.071e+04, max 0.999896
Source test eps1, eps2: (-1.2+0.15j), (-0.9+0.1j); k/k0 = 3.0
Source test |r1_p|, |r2_p|: 14.738, 8.669
Source test, gap*k0 = 0.2: |series ratio| = 41.214
Source test, same gap: p transmission = 0.036423
Largest source/formula relative error: 1.6e-14
Optimization input: r1 = (3+2j), decay factor = 0.2
Optimization result: r2 = 1.15385+0.76923j, T = 1.00000000
High-frequency permittivity: 6.50
Transverse, longitudinal phonon energies: 0.098, 0.120 eV
Damping energy: 0.60 meV
Gap, temperature: 20.0 nm, 300.0 K
Chosen photon energy: 0.1170 eV
Permittivity at this energy: -1.12908+0.13110j
Vacuum wavenumber k0: 0.000593 nm^-1
Matched kappa: 0.122530 nm^-1
Matched in-plane wavevector: 0.122531 nm^-1
r_p at matching: 8.62686+7.74778j
|r_p| at matching: 11.59529
Decay factor exp(-2 kappa d): 0.0074377
Numerator alone: 1.785877
Multiple-reflection denominator: 1.785877
Transmission at matching: 1.00000000
T at half, twice matched kappa: 0.155709, 0.013299
Integral kappa*T dkappa: 0.009241 nm^-2
Quasistatic dilogarithm value: 0.009240 nm^-2
Single-mode conductance ceiling: 283.929 pW/K
Evanescent p heat coefficient: 2413.11 W/(m^2 K)
Evanescent s heat coefficient: 30.2751 W/(m^2 K)
Total evanescent coefficient: 2443.38 W/(m^2 K)
Equivalent fully open modes: 8.606 um^-2
Relative change on finer grid: 1.22e-05
Largest grid |r_p|, |r_s|: 65.035, 1.000000
Largest grid transmission: 1.00000000
Coefficient with doubled damping: 2962.57 W/(m^2 K)
Coefficient, normal phonons 1% lower: 2492.86 W/(m^2 K)
Carrier density: 1.0e+16 cm^-3; mass/m_e: 0.40
Carrier plasma energy: 5.871 meV; scattering: 10 meV
Coefficient with local carriers: 2465.79 W/(m^2 K)
Carrier Debye length: 37.31 nm
Coefficient averaged over gap +/- 1.0 nm: 2461.40 W/(m^2 K)
Lattice length: 0.44 nm; k*length: 0.0539
Lattice-dispersion energy scale: 0.0345 meV
Wafer: 0.5 mm, 300 W/(m K)
Wafer/gap temperature-drop ratio: 0.00407
Electron barrier: 4.0 eV; log10 tunnelling: -178.0
Propagating-wave ceiling: 6.124 W/(m^2 K)
no test failed
```
